# Relativistic LDA Exchange: Potential Factor and Sign Changes: test program

```python
"""
Relativistic local-density exchange of a uniform unpolarized electron gas.
  beta = hbar*kF/(m*c), kF = (3*pi^2*n)^(1/3), eta = sqrt(1+beta^2)
  energy density  e_x = -(e^2 kF^4/(4 pi^3)) * Phi(beta)
  Phi = 1 - 1.5*((beta*eta - asinh(beta))/beta^2)^2
  potential       v_x = de_x/dn = -(e^2 kF/pi) * Psi(beta)
  Psi = -1/2 + 3*asinh(beta)/(2*beta*eta)
Under test: both factors, their zeros, and the role of transverse photons.
The reference side is the one-photon exchange integral over occupied Dirac
states. Momenta are in units of m*c and energies in m*c^2 in that part.
Gaussian units: e^2 stands for alpha*hbar*c.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma as gamma_function
import mpmath as mp


def energy_factor(beta):
    eta = np.sqrt(1 + beta**2)
    return 1 - 1.5 * ((beta * eta - np.arcsinh(beta)) / beta**2)**2


def potential_factor(beta):
    return -0.5 + 1.5 * np.arcsinh(beta) / (beta * np.sqrt(1 + beta**2))


# ---- Pair weights from explicit Dirac matrices ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha_matrices = [np.kron(pauli[0], s) for s in pauli]
mass_matrix = np.kron(pauli[2], np.eye(2))


def pair_weights(p, q):
    """Full, Coulomb and transverse weights that replace 1/k^2."""
    energies, projectors = [], []
    for vector in (p, q):
        energy = np.sqrt(1 + vector @ vector)
        hamiltonian = mass_matrix + sum(
            x * a for x, a in zip(vector, alpha_matrices))
        energies.append(energy)
        projectors.append((np.eye(4) + hamiltonian / energy) / 2)
    k = p - q
    k2 = k @ k
    omega = energies[0] - energies[1]
    charge = np.trace(projectors[0] @ projectors[1]).real
    current = np.array([[np.trace(projectors[0] @ ai @ projectors[1] @ aj).real
                         for aj in alpha_matrices] for ai in alpha_matrices])
    transverse_sum = np.trace(current) - k @ current @ k / k2
    full = (charge - np.trace(current)) / (2 * (k2 - omega**2))
    return (full, charge / (2 * k2),
            transverse_sum / (2 * (k2 - omega**2)))


rng = np.random.default_rng(4)
for _ in range(30):
    p, q = rng.normal(size=3) * 2, rng.normal(size=3) * 2
    full, coulomb, transverse = pair_weights(p, q)
    ee = np.sqrt((1 + p @ p) * (1 + q @ q))
    invariant = ee - p @ q
    assert np.isclose(full, coulomb - transverse, rtol=1e-9, atol=1e-11)
    assert np.isclose(full, (1 / (invariant - 1) - 1) / (2 * ee),
                      rtol=1e-9, atol=1e-11)
    assert coulomb > 0 and transverse > 0


# ---- Angular integrals in closed form, p = sinh(a), q = sinh(a-gap) ----
def angular_weights(a, gap):
    b = a - gap
    p, q = np.sinh(a), np.sinh(b)
    ee = np.cosh(a) * np.cosh(b)
    half_sum = (a + b) / 2
    log_full = 2 * np.log(np.sinh(half_sum) / np.sinh(gap / 2))
    full = (log_full / (p * q) - 2) / (2 * ee)
    log_coulomb = np.log(np.sinh(half_sum) * np.cosh(gap / 2)
                         / (np.cosh(half_sum) * np.sinh(gap / 2)))
    coulomb = 0.5 * ((1 + (1 + (p**2 + q**2) / 2) / ee)
                     * log_coulomb / (p * q) - 1 / ee)
    return full, coulomb


p_size, q_size = 1.3, 0.6
cosines, cosine_weights = np.polynomial.legendre.leggauss(50)
angular_sum = np.zeros(2)
for x, w in zip(cosines, cosine_weights):
    values = pair_weights(np.array([0, 0, p_size]),
                          q_size * np.array([np.sqrt(1 - x * x), 0, x]))
    angular_sum += w * np.array(values[:2])
closed = angular_weights(np.arcsinh(p_size),
                         np.arcsinh(p_size) - np.arcsinh(q_size))
assert np.allclose(angular_sum, closed, rtol=1e-9)

# ---- Exchange integral over the Fermi sphere by quadrature ----
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2


def exchange_quadrature(beta):
    """Full and Coulomb-only energy factors from the double integral."""
    rapidity = np.arcsinh(beta)
    a = rapidity * nodes[:, None]
    gap = a * nodes[None, :]**2
    b = a - gap
    measure = (rapidity * weights[:, None] * weights[None, :]
               * 2 * a * nodes[None, :] * np.cosh(a) * np.cosh(b))
    base = measure * np.sinh(a)**2 * np.sinh(b)**2
    full, coulomb = angular_weights(a, gap)
    return (4 * np.sum(base * full) / beta**4,
            4 * np.sum(base * coulomb) / beta**4)


def quadrature_energy_density(density):
    beta = (3 * np.pi**2 * density)**(1 / 3)
    return -beta**4 * exchange_quadrature(beta)[0] / (4 * np.pi**3)


def quadrature_potential_factor(beta):
    density = beta**3 / (3 * np.pi**2)
    step = 1e-3 * density
    slope = (quadrature_energy_density(density + step)
             - quadrature_energy_density(density - step)) / (2 * step)
    return slope / (-beta / np.pi)


def fermi_surface_factor(beta):
    a = np.arcsinh(beta)
    gap = a * nodes**2
    b = a - gap
    full, _ = angular_weights(a, gap)
    return np.sum(weights * 2 * a * nodes * np.cosh(b)
                  * np.sinh(b)**2 * full) / beta


beta_energy = brentq(energy_factor, 1, 5, xtol=1e-13)
beta_potential = brentq(potential_factor, 1, 5, xtol=1e-13)
table = []
for beta in (0.5, 1.0, 2.0, beta_energy, 5.0):
    phi_quad, phi_coulomb = exchange_quadrature(beta)
    psi_quad = quadrature_potential_factor(beta)
    assert abs(phi_quad - energy_factor(beta)) < 2e-6
    assert abs(psi_quad - potential_factor(beta)) < 1e-5
    assert abs(fermi_surface_factor(beta) - potential_factor(beta)) < 1e-5
    assert phi_coulomb > 0 and phi_quad < phi_coulomb
    table.append((beta, energy_factor(beta), phi_quad,
                  potential_factor(beta), psi_quad, phi_coulomb))

# ---- Zeros, monotonic fall and limits ----
assert abs(beta_energy - 2.53) < 0.005
assert exchange_quadrature(beta_energy - 0.01)[0] > 0
assert exchange_quadrature(beta_energy + 0.01)[0] < 0
minimum = minimize_scalar(lambda x: -x**4 * exchange_quadrature(x)[0],
                          bounds=(1, 3), method="bounded",
                          options={"xatol": 1e-8})
assert abs(minimum.x - beta_potential) < 1e-4
grid = np.geomspace(0.01, 1e4, 3000)
assert np.all(np.diff(energy_factor(grid)) < 0)
assert np.all(np.diff(potential_factor(grid)) < 0)
mp.mp.dps = 50
small = mp.mpf("1e-5")
small_eta = mp.sqrt(1 + small**2)
small_phi = 1 - mp.mpf(3) / 2 * (
    (small * small_eta - mp.asinh(small)) / small**2)**2
small_psi = -mp.mpf(1) / 2 + 3 * mp.asinh(small) / (2 * small * small_eta)
phi_coefficient = float((small_phi - 1) / small**2)
psi_coefficient = float((small_psi - 1) / small**2)
assert abs(phi_coefficient + 2 / 3) < 1e-8
assert abs(psi_coefficient + 1) < 1e-8
assert abs(energy_factor(1e6) + 0.5) < 1e-9
assert abs(potential_factor(1e6) + 0.5) < 1e-9

# ---- Two noninteracting 1s electrons around a point charge Z = 77 ----
compton_pm = const.hbar / (const.m_e * const.c) * 1e12
e2_kev_pm = (const.fine_structure * const.hbar * const.c / const.e) * 1e9
Z = 77
coupling = Z * const.fine_structure
exponent = np.sqrt(1 - coupling**2)


def large_component(r):
    return r**exponent * np.exp(-coupling * r)


ratio = (exponent - 1) / coupling
for r in (0.05, 0.4, 2.0):
    h = 1e-5 * r
    slope = (large_component(r + h) - large_component(r - h)) / (2 * h)
    big = large_component(r)
    little = ratio * big
    assert np.isclose(slope, big / r + (exponent + 1 + coupling / r) * little,
                      rtol=1e-6, atol=1e-8)
    assert np.isclose(ratio * slope,
                      -little / r - (exponent - 1 + coupling / r) * big,
                      rtol=1e-6, atol=1e-8)

norm = (2 * (2 * coupling)**(2 * exponent + 1)
        / (4 * np.pi * gamma_function(2 * exponent + 1)))


def density_pm(radius_pm):
    r = radius_pm / compton_pm
    return (norm * r**(2 * exponent - 2) * np.exp(-2 * coupling * r)
            / compton_pm**3)


def beta_of_density(density):
    return compton_pm * (3 * np.pi**2 * density)**(1 / 3)


log_r = np.linspace(np.log(1e-7), np.log(12), 6000)
radius = np.exp(log_r)
volume = 4 * np.pi * radius**3


def integrate(values):
    return np.trapezoid(values * volume, log_r) if hasattr(np, "trapezoid") \
        else np.trapz(values * volume, log_r)


def local_exchange(density, relativistic=True):
    beta = beta_of_density(density)
    kf = beta / compton_pm
    factor = energy_factor(beta) if relativistic else 1.0
    return integrate(-e2_kev_pm * kf**4 / (4 * np.pi**3) * factor)


density = density_pm(radius)
electron_number = integrate(density)
assert abs(electron_number - 2) < 1e-6
energy_plain = local_exchange(density, False)
energy_relativistic = local_exchange(density)
variation = density * np.exp(-radius / 0.2)
size = 1e-3
numerical_change = (local_exchange(density + size * variation)
                    - local_exchange(density - size * variation)) / (2 * size)
beta_profile = beta_of_density(density)
potential = (-e2_kev_pm * beta_profile / compton_pm / np.pi
             * potential_factor(beta_profile))
predicted_change = integrate(potential * variation)
assert np.isclose(numerical_change, predicted_change, rtol=1e-5)


def radius_for_beta(target):
    return brentq(lambda r: beta_of_density(density_pm(r)) - target, 1e-7, 5)


# ---- Printed results ----
print(f"zero of energy factor Phi: beta = {beta_energy:.6f}")
print(f"zero of potential factor Psi: beta = {beta_potential:.6f}")
print(f"minimum of quadrature energy density: beta = {minimum.x:.5f}")
print(f"Phi at beta 2.52 and 2.54: {energy_factor(2.52):.6f}, "
      f"{energy_factor(2.54):.6f}")
print(f"Psi at the zero of Phi: {potential_factor(beta_energy):.6f}")
print(f"small-beta coefficient of beta^2 in Phi: {phi_coefficient:.6f}")
print(f"small-beta coefficient of beta^2 in Psi: {psi_coefficient:.6f}")
print("factors (dimensionless): formula, then quadrature")
for b, phi, phi_q, psi, psi_q, phi_c in table:
    print(f"beta={b:.4f} Phi={phi:.6f} quad={phi_q:.6f} "
          f"Psi={psi:.6f} quad={psi_q:.6f}")
print("split of Phi: Coulomb part and transverse part")
for b, phi, phi_q, psi, psi_q, phi_c in table:
    print(f"beta={b:.4f} Coulomb={phi_c:.5f} transverse={phi_q - phi_c:.5f}")
print(f"hbar/(m c) = {compton_pm:.6f} pm")
print(f"e^2 = {e2_kev_pm:.6f} keV pm")
for name, b in (("Phi", beta_energy), ("Psi", beta_potential)):
    n_zero = (b / compton_pm)**3 / (3 * np.pi**2)
    print(f"density at zero of {name}: {n_zero:.4f} pm^-3 "
          f"= {n_zero * 1e30:.4e} cm^-3")
print(f"Ir 1s pair: Z = {Z}, Z*alpha = {coupling:.6f}, "
      f"sqrt(1-(Z*alpha)^2) = {exponent:.6f}")
print(f"electron number from radial grid: {electron_number:.7f}")
for r in (0.02, 0.1, 0.5, 1.0):
    n = density_pm(r)
    b = beta_of_density(n)
    v_plain = -e2_kev_pm * b / compton_pm / np.pi
    print(f"r={r:.2f} pm: n={n:.5f} pm^-3 beta={b:.4f} "
          f"Phi={energy_factor(b):.4f} Psi={potential_factor(b):.4f}")
    print(f"  v_x without Psi={v_plain:.4f} keV, "
          f"with Psi={v_plain * potential_factor(b):.4f} keV")
print(f"radius where Psi vanishes: {radius_for_beta(beta_potential):.5f} pm")
print(f"radius where Phi vanishes: {radius_for_beta(beta_energy):.5f} pm")
print(f"local exchange energy without Phi: {energy_plain:.5f} keV")
print(f"local exchange energy with Phi: {energy_relativistic:.5f} keV")
print(f"ratio with/without Phi: {energy_relativistic / energy_plain:.5f}")
print(f"energy change per unit variation, difference: "
      f"{numerical_change:.7f} keV")
print(f"energy change per unit variation, from v_x: "
      f"{predicted_change:.7f} keV")
print("finished without a failed check")
```

Running it gives:

```
zero of energy factor Phi: beta = 2.533245
zero of potential factor Psi: beta = 1.946003
minimum of quadrature energy density: beta = 1.94600
Phi at beta 2.52 and 2.54: 0.002923, -0.001482
Psi at the zero of Phi: -0.139197
small-beta coefficient of beta^2 in Phi: -0.666667
small-beta coefficient of beta^2 in Psi: -1.000000
factors (dimensionless): formula, then quadrature
beta=0.5000 Phi=0.854713 quad=0.854713 Psi=0.791227 quad=0.791227
beta=1.0000 Phi=0.574122 quad=0.574122 Psi=0.434838 quad=0.434838
beta=2.0000 Phi=0.140142 quad=0.140142 Psi=-0.015790 quad=-0.015790
beta=2.5332 Phi=-0.000000 quad=0.000000 Psi=-0.139197 quad=-0.139197
beta=5.0000 Phi=-0.289846 quad=-0.289846 Psi=-0.363948 quad=-0.363948
split of Phi: Coulomb part and transverse part
beta=0.5000 Coulomb=0.97606 transverse=-0.12134
beta=1.0000 Coulomb=0.93148 transverse=-0.35736
beta=2.0000 Coulomb=0.86782 transverse=-0.72768
beta=2.5332 Coulomb=0.84903 transverse=-0.84903
beta=5.0000 Coulomb=0.81422 transverse=-1.10407
hbar/(m c) = 0.386159 pm
e^2 = 1.439965 keV pm
density at zero of Phi: 9.5348 pm^-3 = 9.5348e+30 cm^-3
density at zero of Psi: 4.3223 pm^-3 = 4.3223e+30 cm^-3
Ir 1s pair: Z = 77, Z*alpha = 0.561896, sqrt(1-(Z*alpha)^2) = 0.827208
electron number from radial grid: 2.0000000
r=0.02 pm: n=6.63508 pm^-3 beta=2.2449 Phi=0.0697 Psi=-0.0791
  v_x without Psi=-2.6646 keV, with Psi=0.2107 keV
r=0.10 pm: n=3.01428 pm^-3 beta=1.7257 Phi=0.2340 Psi=0.0725
  v_x without Psi=-2.0483 keV, with Psi=-0.1486 keV
r=0.50 pm: n=0.53961 pm^-3 beta=0.9726 Phi=0.5895 Psi=0.4529
  v_x without Psi=-1.1544 keV, with Psi=-0.5228 keV
r=1.00 pm: n=0.09911 pm^-3 beta=0.5529 Phi=0.8272 Psi=0.7537
  v_x without Psi=-0.6562 keV, with Psi=-0.4946 keV
radius where Psi vanishes: 0.05255 pm
radius where Phi vanishes: 0.00776 pm
local exchange energy without Phi: -1.29757 keV
local exchange energy with Phi: -0.81262 keV
ratio with/without Phi: 0.62626
energy change per unit variation, difference: -0.0537862 keV
energy change per unit variation, from v_x: -0.0537862 keV
finished without a failed check
```
